\section*{Absorber shadowing in a reflective mask by rays and waves}

\section{The opening to be used in an image calculation}

A thin-mask image calculation replaces the absorber and the mirror by a flat pattern of open and dark regions. For a reflective mask lit at an angle, one must decide how wide to make each opening: as wide as drawn, or narrower because the absorber casts a shadow. If it is to be narrower, one must also know whether the shadow counts once or twice, and from which depth its length is measured.

Let an opening of width $w$ lie between absorber lines of height $h$ and width $L$. The walls are vertical and the absorber is opaque. The multilayer below is modelled by one flat mirror at a depth $d$ beneath the absorber foot, and we write
\begin{equation}
H=h+d .
\end{equation}
The light arrives at an angle $\theta$ from the mask normal. ``Perpendicular lines'' are lines perpendicular to the plane of incidence. A point of the mirror counts as lit here if light reaches it and also leaves past the absorber; points whose light is blocked on the way out are not counted. For perpendicular lines, ray optics gives the lit width on the mirror as
\begin{equation}
W=\max(0,\;w-2H\tan\theta),\qquad L\ge 2d\tan\theta .
\label{eq:main}
\end{equation}
As long as the opening is not closed, the loss $w-W$ is $2h\tan\theta+2d\tan\theta$. It grows with $h$ at the rate $2\tan\theta$, and it is proportional to $h$ itself only when $d=0$. Lengths are in nanometres at mask scale; a length at the wafer is smaller by the reduction $M$.

\section{First derivation: following a ray}

\subsection{The two edges}

Let $x$ run across the lines, $y$ along them and $z$ upward. The opening is $0<x<w$, the absorber fills $0<z<h$, and the mirror is at $z=-d$. Let $\phi$ be the angle between the plane of incidence and the normal to the lines, so that perpendicular lines have $\phi=0$. The incoming direction is
\begin{equation}
(\sin\theta\cos\phi,\;\sin\theta\sin\phi,\;-\cos\theta).
\end{equation}
Reflection at a flat mirror reverses the $z$ component and keeps the other two. Per unit of height, the ray therefore moves sideways by
\begin{equation}
p=\frac{\sin\theta\cos\phi}{\cos\theta}=\tan\theta\cos\phi .
\end{equation}
Motion along $y$ has no effect, because the lines are uniform in that direction. Refraction is neglected, so the slope is the same above and below the absorber foot.

Take $p>0$ and a ray that meets the mirror at $x_0$. At height $z$ it is a vertical distance $z+d$ from the mirror, so
\begin{equation}
x_{\rm in}=x_0-(z+d)p,\qquad x_{\rm out}=x_0+(z+d)p .
\end{equation}
Suppose that it enters and leaves through the same opening. Both positions must then lie between $0$ and $w$ for every $z$ from $0$ to $h$. The incoming position is furthest left at $z=h$, and the outgoing position is furthest right at the same height. The strictest conditions are
\begin{equation}
x_0-Hp\ge0,\qquad x_0+Hp\le w .
\end{equation}
They also secure the remaining two: $x_{\rm in}\le x_0\le w$ and $x_{\rm out}\ge x_0\ge0$. Hence
\begin{equation}
Hp\le x_0\le w-Hp,\qquad W=(w-Hp)-Hp=w-2Hp .
\end{equation}
The left edge removes $Hp$ on the way in, and the right edge removes $Hp$ on the way out. This is the origin of the factor two. If $2Hp>w$, no $x_0$ satisfies both conditions and $W=0$. For $p<0$ the edges exchange roles, so in general
\begin{equation}
W=\max(0,\;w-2H|\tan\theta\cos\phi|).
\label{eq:azimuth}
\end{equation}
A single ray direction with $\phi=90^\circ$, for which the lines are parallel to the plane of incidence, gives no loss.

In a transmission mask with absorber height $h$ and no extra depth, there is one pass. Measured at the absorber foot, the entry condition $x_0\ge hp$ is the one that remains, and the width is $w-hp$.

\subsection{Where the strip lies}

On the mirror the lit strip is centred at $w/2$, as the drawn opening is. At the height of the absorber top, the outgoing rays have moved by a further $Hp$, and the strip becomes
\begin{equation}
2Hp\le x\le w .
\end{equation}
Its width is unchanged, but its centre has moved by $Hp$. A statement about pattern placement must therefore name the plane to which it refers; the width needs no such choice.

\subsection{Rays that pass beneath a line}

Between its downward and upward crossings of $z=0$, a ray moves sideways by $2dp$. To pass from one opening to the next it must cross a line of width $L$. This is impossible over any finite range of positions if $L\ge2dp$, which is the condition in \eqref{eq:main}.

For $L<2dp$, let $u$ be the position of the downward crossing. Passage into the next opening requires
\begin{align}
hp&\le u\le w,\\
w+L&\le u+2dp\le 2w+L-hp .
\end{align}
The first line is the entry condition, and the second is the exit condition in the next opening. If $w+L\ge(2d+h)p$, the binding limits are $w+L-2dp$ and $w$. The extra lit width per period is
\begin{equation}
w-(w+L-2dp)=2dp-L .
\end{equation}
A ray trace at $20^\circ$ with $w=200$, $L=10$, $h=60$ and $d=40$ nm tests this case. The simple formula gives 127.2 nm, the additional width is 19.1 nm, and the traced width is 146.3 nm, which agrees with their sum.

\section{Second derivation: the short-wavelength limit of a wave}

\subsection{Unfolding the reflection}

Reflect the outgoing half of the path in the mirror plane. The light then continues downward instead of turning back. The entry opening and the image of the exit opening become two slits at the same $x$, a distance $2H$ apart. The mirror is taken to reflect all directions equally, and the field is a scalar.

Let $\chi(x)=1$ for $0<x<w$ and zero elsewhere. A plane wave of unit amplitude and wavenumber $k=2\pi/\lambda$ has components
\begin{equation}
k_x=k\sin\theta\cos\phi,\quad k_y=k\sin\theta\sin\phi,\quad k_z=k\cos\theta ,
\end{equation}
with $k_z$ counted positive along the unfolded path. Just after the first slit, the field is $\chi(x)e^{i(k_xx+k_yy)}$. With $\hat\chi(\kappa)=\int\chi(x)e^{-i\kappa x}dx$, each Fourier component is a plane wave that gains its own phase. At the second slit,
\begin{align}
U(x,y)&=e^{i(k_xx+k_yy)}\int\frac{d\kappa}{2\pi}\,
\hat\chi(\kappa)e^{i\kappa x+2iHK(\kappa)},\\
K(\kappa)&=\sqrt{k^2-k_y^2-(k_x+\kappa)^2}.
\end{align}
When the root is imaginary, the positive imaginary value is taken, so that the component decays.

\subsection{From a phase to a displacement}

Since $k^2-k_y^2-k_x^2=k_z^2$,
\begin{equation}
K^2-k_z^2=-2k_x\kappa-\kappa^2 .
\end{equation}
Dividing by $K+k_z$ gives
\begin{equation}
K-k_z=-\frac{2k_x\kappa+\kappa^2}{K+k_z}.
\end{equation}
Now let $k\to\infty$ with the direction and $\kappa$ held fixed. Then $K/k_z\to1$ and $\kappa^2/k_z\to0$, while $k_x/k_z=p$. Therefore
\begin{equation}
K-k_z\longrightarrow-p\kappa .
\end{equation}
A phase linear in $\kappa$ is a displacement. Apart from the plane-wave factor and the constant phase $2Hk_z$, the field tends to
\begin{equation}
\int\frac{d\kappa}{2\pi}\hat\chi(\kappa)e^{i\kappa(x-2Hp)}=\chi(x-2Hp).
\end{equation}

It remains to show that the transmitted power has the same limit. Let $v_k$ be the field without those two phase factors. Parseval's theorem gives
\begin{equation}
\int|v_k-\chi(x-2Hp)|^2dx
=\int\frac{d\kappa}{2\pi}|\hat\chi|^2
\left|e^{2iH(K-k_z)}-e^{-2iHp\kappa}\right|^2 .
\end{equation}
Each exponential has modulus at most one, so the last factor is at most four. It tends to zero at each $\kappa$, and $\int|\hat\chi|^2d\kappa/2\pi=w$ is finite. By dominated convergence the integral tends to zero. Restricting the fields to the second slit cannot increase their difference, so the squared field integrated over that slit tends to
\begin{equation}
\int\chi(x)\chi(x-2Hp)\,dx=\max(0,\;w-2H|p|).
\end{equation}
This is the overlap of two intervals of width $w$ displaced by $2Hp$. It agrees with \eqref{eq:azimuth}. In this limit the light has one direction, so the squared field and the power through the slit differ by a constant factor, and the overlap is the width of the incident beam that gets through.

\subsection{What remains at finite wavelength}

Expanding the root one order further, with $\epsilon=(2k_x\kappa+\kappa^2)/k_z^2$, gives
\begin{align}
K&=k_z\left(1-\frac{\epsilon}{2}-\frac{\epsilon^2}{8}-\cdots\right)\nonumber\\
&=k_z-p\kappa-\frac{(1+p^2)\kappa^2}{2k_z}+\cdots .
\end{align}
The quadratic term blurs the displaced edges. At zero tilt its phase over the distance $2H$ is $-H\kappa^2/k$, which contains one length, of order $\sqrt{2H\lambda}$. In this approximation, an isolated edge therefore sends a power equivalent to a width $C\sqrt{2H\lambda}$ into its shadow, where $C$ is a pure number.

To see that $C$ is finite, note that multiplying the spectrum by $e^{-iH\kappa^2/k}$ convolves the field with the inverse transform of this factor. Completing the square shows that this is a constant times $e^{ikx^2/(4H)}=e^{i\pi x^2/(2H\lambda)}$. Let $u$ be the distance into the shadow divided by $\sqrt{H\lambda}$, and let $t$ be the distance from that point to a point of the open side, in the same unit. The open side covers $t>u$, so the field in the shadow is proportional to
\begin{equation}
\int_u^\infty e^{i\pi t^2/2}dt
=\frac{i\,e^{i\pi u^2/2}}{\pi u}+O(u^{-3}),
\end{equation}
by integration by parts. The intensity falls as $u^{-2}$, so its integral converges. Two well-separated edges thus cause a loss proportional to $\sqrt\lambda$ even without tilt.

\section{A worked opening}

Take the round model values $h=60$, $d=40$ and $w=L=128$ nm, with $\theta=6^\circ$ and $M=4$. Then $H=100$ nm, and for perpendicular lines
\begin{align}
2H\tan\theta&=200\times0.10510=21.02\ {\rm nm},\\
W&=128-21.02=106.98\ {\rm nm}.
\end{align}
At wafer scale the loss is $21.02/4=5.26$ nm. Of the 21.0 nm at the mask, 12.6 nm comes from the absorber height and 8.4 nm from the mirror depth. Leaving out $d$ would miss two fifths of the shadow in this model. The line is much wider than the 8.4 nm needed to prevent passage beneath it. The traced loss is 21.00 nm; the difference from the formula is within the spacing of the traced rays.

\subsection{A source of finite size}

A source supplies many directions. Let their direction cosines $(a,b)$, across and along the lines, fill a uniform disc of radius $\rho$ centred at $(s_0,0)$, where $s_0=\sin\theta$. With image-side numerical aperture 0.33 and source filling 0.80,
\begin{equation}
\rho=\frac{0.80\times0.33}{4}=0.066,\qquad s_0=0.1045 .
\end{equation}
Since $\rho<s_0$, every ray has $a>0$, and $|p|=p$. To third order in the direction cosines,
\begin{equation}
p=\frac{a}{\sqrt{1-a^2-b^2}}\simeq a+\frac{a(a^2+b^2)}{2}.
\end{equation}
Put $a=s_0+r\cos\alpha$ and $b=r\sin\alpha$. Odd powers of $\cos\alpha$ average to zero, while $\langle r^2\rangle=\rho^2/2$ and $\langle r^2\cos^2\alpha\rangle=\rho^2/4$. Thus
\begin{align}
\langle a(a^2+b^2)\rangle
&=s_0^3+s_0\langle r^2\rangle+2s_0\langle r^2\cos^2\alpha\rangle\nonumber\\
&=s_0^3+s_0\rho^2 .
\end{align}
To the same order $\tan\theta\simeq s_0+s_0^3/2$, so the mean loss is
\begin{equation}
2H\langle p\rangle\simeq2H\left(\tan\theta+\frac{s_0\rho^2}{2}\right)=21.07\ {\rm nm}.
\end{equation}
With a depth $d$ that does not depend on angle, the source size hardly changes the loss for perpendicular lines. The disc spans angles from about $2^\circ$ to $10^\circ$, and the effective reflection depth of a real multilayer can change over such a range, so the statement belongs to the flat-mirror model.

For parallel lines, the component across the lines is $r\sin\alpha$. It takes both signs, but a ray tilted either way loses width. The mean of $|p|$ is therefore not zero:
\begin{equation}
2H\langle|p|\rangle\simeq2H\,\langle r\rangle\langle|\sin\alpha|\rangle
=2H\,\frac{2\rho}{3}\,\frac{2}{\pi}=5.60\ {\rm nm}.
\end{equation}
The next order multiplies this by $1+(s_0^2+3\rho^2/5)/2$ and gives 5.64 nm; the traced average is 5.65 nm, its last digit being limited by the sampling of source points and rays. The traced difference between the orientations is 15.4 nm at the mask, or 3.9 nm at the wafer, compared with 21.0 and 5.3 nm for the central ray alone. These are differences in mean lit width. A printed linewidth also depends on the imaging and the exposure.

\subsection{The wave at four wavelengths}

The two-slit model was evaluated for perpendicular lines without making the short-wavelength approximation. The loss is $w$ minus the squared field integrated over the second slit; at finite wavelength this is a measure of the blocked light, but not the loss of power itself. The last column is the tilted loss minus the loss at zero tilt.
\begin{center}
\begin{tabular}{cccc}
$\lambda$ (nm) & zero tilt (nm) & $6^\circ$ (nm) & due to tilt (nm)\\
13.5 & 12.6 & 19.4 & 6.8\\
3.38 & 6.2 & 20.2 & 13.9\\
0.84 & 3.0 & 21.0 & 17.9\\
0.21 & 1.5 & 21.0 & 19.5
\end{tabular}
\end{center}
At the shortest wavelength the total loss meets the test of agreement with the ray value to within 0.3 nm. Between the last two wavelengths, the zero-tilt loss falls by a factor of 2.03, close to the factor of two expected from $\sqrt\lambda$.

At 13.5 nm the total is within 8\% of the ray loss, but this agreement must be read with care. Well over half of that total is already present at zero tilt, and tilting the beam adds about one third of the ray value. These fractions hold for this opening width and for two opaque slits without walls; the zero-tilt loss in particular is a property of that model and should not be carried over to a real absorber, whose walls refract and partly transmit. Here $\sqrt{2H\lambda}$ is about 52 nm, larger than the 21 nm displacement, so the edges are blurred over more than the shadow length. Nor do the two effects add: 12.6 nm of diffraction loss and 21.0 nm of ray loss would make 33.6 nm, whereas the model gives 19.4 nm. That the zero-tilt loss equals $2h\tan\theta$ to the digits shown is a coincidence of the chosen values, since the former does not contain $\theta$.

\section{What each derivation assumes}

Both derivations use opaque absorber, a flat mirror at one depth and no refraction. Opacity requires an absorption length much shorter than $h$, and at 13.5 nm this is not met: an extinction coefficient of 0.031, of the size found in tantalum-based absorbers, gives an intensity decay length $\lambda/(4\pi\times0.031)\simeq35$ nm. Rays at the edge of the shadow cross only part of the absorber, or cross it once, and much of their light survives. Weighting each ray of the worked opening by its attenuation, and measuring from the level of the dark region, gives a loss of about 12 nm in place of 21 nm. A multilayer, for its part, reflects from a range of depths. The limit $h\to0$ shows the first restriction: the formula still gives a loss $2d\tan\theta$, which makes sense only if the vanishing layer remains opaque.

The ray derivation assumes that light has a definite path. In return it checks the whole height of the walls, locates the strip on the mirror and shows when neighbouring openings matter. The wave derivation needs no paths, and it shows how the ray result emerges and which length sets the blur of the edges. It keeps just the entry and exit slits, however, and leaves out the walls between them, the neighbouring openings and polarization.

For the thin-mask calculation, $w-2H\tan\theta$ is thus the geometric limit for an opaque absorber, perpendicular lines and one ray direction; for a partly transparent absorber it overstates the ray shadow. At 13.5 nm and these dimensions, the two-slit model gives no support for using $2H\tan\theta$ as the loss caused by tilt. A bias needed to nanometre accuracy calls for an electromagnetic calculation of the actual absorber and multilayer. The numerical output below gives more digits, but for the wave losses the finite grid can affect the second decimal.

\section*{Calculated quantities}
\begin{verbatim}
absorber height h = 60.0 nm
effective mirror depth d = 40.0 nm
total height H = h + d = 100.0 nm
opening width w = 128.0 nm; line width L = 128.0 nm
tilt theta = 6.0 degrees; tan(theta) = 0.105104
minimum line width 2 d tan(theta) = 8.408 nm
loss at each edge H tan(theta) = 10.510 nm
total chief-ray loss, formula = 21.021 nm
total chief-ray loss, traced = 21.000 nm
lit width, formula = 106.979 nm
wafer-scale loss = 5.255 nm
reduction M = 4.0 (dimensionless)
traced strip on mirror = 10.500 to 117.500 nm
traced strip at exit top = 21.010 to 128.010 nm
single-pass loss, d=0: formula 6.306 nm, traced 6.312 nm
reflective loss, d=0: formula 12.613 nm, traced 12.625 nm
largest ray-width error in test cases = 0.0208 nm
narrow-line test: w=200 nm, L=10 nm, h=60 nm, d=40 nm, 20 degrees
narrow-line width: simple formula 127.206 nm, traced 146.323 nm
narrow-line extra width, formula = 19.118 nm
image-side numerical aperture = 0.33; source filling = 0.80
source radius rho = 0.06600; centre s0 = 0.10453
mean perpendicular loss: traced 21.069 nm, series 21.066 nm
mean parallel loss: traced 5.649 nm, leading term 5.602 nm
orientation difference, mask scale = 15.419 nm
orientation difference, wafer scale = 3.855 nm
two-slit wave losses in nm (zero tilt, tilted, caused by tilt):
wavelength 13.5000 nm: 12.613, 19.415, 6.802
wavelength 3.3750 nm: 6.228, 20.166, 13.938
wavelength 0.8438 nm: 3.003, 20.951, 17.949
wavelength 0.2109 nm: 1.479, 21.011, 19.532
zero-tilt loss ratio, last two wavelengths = 2.030
\end{verbatim}
